Why a linear r12 term turns L^-3 convergence into L^-7

In the 1s² ground state of a two-electron ion, treated to second order in the electron repulsion (the second-order energies are the same for every nuclear charge Z; the computation below uses Z = 6, C⁴⁺), the first-order wave function must be expanded up to angular momentum L = 22 before the second-order energy is within 10⁻⁵ Ry of its limit. If one fixed function, r12/2 times the unperturbed state, is added first, L = 4 is enough. At L = 4 the error is 12.2 meV without the term and 0.039 meV with it. The errors fall as (L+1)⁻³ and (L+1)⁻⁷. For pairs built from s orbitals, the gain of four powers needs the coefficient that matches the exchange symmetry: 1/2 for a symmetric pair, 1/4 for an antisymmetric one, for which r12/2 gains nothing at leading order. A pair function that mixes the two symmetries cannot be served by one number c.

The model

Units are Rydberg, lengths in bohr. The nucleus is a fixed point charge Z, and

H0 = −∇1² − ∇2² − 2Z/r1 − 2Z/r2,  V = 2/r12,  A = H0 − E0.

The unperturbed state is built from s orbitals, Φ = φ(r1,r2)/4π with ∫∫φ² r1²r2² dr1dr2 = 1 and AΦ = 0. H0 is local, the radial space is taken as complete, and all integrals are exact. The first-order function obeys Aψ1 = −(V−E1)Φ with E1 = ⟨Φ|V|Φ⟩. The Hylleraas functional

J[ψ] = ⟨ψ|A|ψ⟩ + 2⟨ψ|V−E1|Φ⟩

is stationary at ψ1 with the value E2. Put ψ = c r12Φ + χ with a fixed number c and expand, using that A is symmetric:

J = J[c r12Φ] + ⟨χ|A|χ⟩ + 2⟨χ|W⟩,  W = (V−E1)Φ + c A r12Φ.

So χ obeys Aχ = −W, and c = 0 is the conventional problem. With μ = cos θ12, write χ = Σ χ_l(r1,r2)P_l(μ)/4π and W = Σ W_l P_l(μ)/4π. As a function of either direction P_l(μ) is a spherical harmonic of degree l, and ∫dΩ1dΩ2 P_l P_l′ = (4π)²δ_ll′/(2l+1). Each l therefore decouples. With S_l = r1r2W_l and

D_l = −∂1² − ∂2² + l(l+1)(1/r1² + 1/r2²) − 2Z/r1 − 2Z/r2 − E0,

the function u_l = r1r2χ_l solves D_l u_l = −S_l, and the stationary value of wave l is

ΔE_l = −(2l+1)⁻¹ ∫∫ S_l D_l⁻¹ S_l dr1dr2.

Then E2 = J[c r12Φ] + Σ ΔE_l, and dropping χ_l for l > L raises the energy by exactly −Σ_{l>L} ΔE_l. For l ≥ 1 the lowest level of two hydrogenic electrons of angular momentum l is −2Z²/(l+1)² ≥ −Z²/2, above E0 = −2Z² (1s²) and −5Z²/4 (1s2s), so D_l is positive and each such ΔE_l is negative. The convergence law is fixed by how fast W_l falls with l.

The source

Let r⃗ = r⃗1 − r⃗2. Then ∇1 r12 = r⃗/r12 = −∇2 r12 and ∇1² r12 = ∇2² r12 = 2/r12. The product rule ∇²(fg) = f∇²g + 2∇f·∇g + g∇²f, with AΦ = 0 removing the first term, gives

A r12Φ = −4Φ/r12 − (2/r12) r⃗·(∇1 − ∇2)Φ.

Since ∇1φ = r̂1∂1φ, r⃗·r̂1 = r1 − r2μ and −r⃗·r̂2 = r2 − r1μ, the source (times 4π) is

W = (2 − 4c)φ/r12 − E1φ − (2c/r12)[(r1 − r2μ)∂1φ + (r2 − r1μ)∂2φ].

The kinetic energy of c r12Φ cancels the repulsion 2φ/r12 when c = 1/2 bohr⁻¹, the cusp coefficient. To see what is left, use r12² = r1² + r2² − 2r1r2μ, which gives r1 − r2μ = (r12² + r1² − r2²)/2r1 and r2 − r1μ = (r12² − r1² + r2²)/2r2. With R = (r1+r2)/2 and x = r1 − r2 one has r1² − r2² = 2Rx, so without approximation

W = [(2 − 4c)φ − 4cRxβ]/r12 − 2cα r12 − E1φ,
α = ∂1φ/2r1 + ∂2φ/2r2,  β = ∂1φ/2r1 − ∂2φ/2r2.

All angular dependence sits in 1/r12 and r12. The term E1φ is pure l = 0.

High partial waves

Let s and ρ be the larger and smaller of r1, r2, t = ρ/s, λ = l + 1/2 and y = ln(r1/r2). The Legendre coefficient of 1/r12 is

g_l = t^l/s = e^(−λ|y|)/√(r1r2).

The recurrence μP_n = [(n+1)P_{n+1} + nP_{n−1}]/(2n+1) gives for μ/r12 the coefficient m_l = l g_{l−1}/(2l−1) + (l+1)g_{l+1}/(2l+3). Writing r12 = (s² + ρ² − 2sρμ)/r12,

(r12)_l = s t^l [1 + t² − 2l/(2l−1) − 2(l+1)t²/(2l+3)] = s[t^(l+2)/(2l+3) − t^l/(2l−1)]
 = √(r1r2) [h(λ+1) − h(λ−1)],  h(λ) = e^(−λ|y|)/2λ.

Here y = x/R + x³/12R³ + … and √(r1r2) = R(1 − x²/8R² − …). With k = λ/R, the wave l lives in a strip |x| ~ 1/k about r1 = r2, where x²/R² ~ λ⁻². The symmetric difference is 2h′(λ) up to relative order λ⁻². Thus

g_l → e^(−k|x|)/R,  (r12)_l → −(1 + k|x|)e^(−k|x|)/(Rk²).

In the operator, ∂1 = ½∂R + ∂x and ∂2 = ½∂R − ∂x give ∂1² + ∂2² = 2∂x² + ½∂R², and dr1dr2 = dR dx. The centrifugal term is (λ² − ¼)(2/R²)(1 + 3x²/4R² + …). The terms 2∂x² and 2k² are of order λ². The rest (∂R², the nuclear attraction, E0) is smaller by λ⁻² at fixed R; this fails for R ≳ λ/Z, where φ is exponentially small. So D_l → −2∂x² + 2k², which after a Fourier transform x → q is 2p² with p² = q² + k². Parseval's relation, S_l → R²W_l and 2l+1 = 2λ give

ΔE_l → −(1/2λ) ∫dR R⁴ ∫(dq/2π) |Ŵ_l(q)|²/2p².  (1)

The transform of e^(−k|x|) is 2k/p². Since |x|e^(−k|x|) = −∂k e^(−k|x|), its transform is −2/p² + 4k²/p⁴, and (1 + k|x|)e^(−k|x|) goes to 4k³/p⁴. A factor x becomes i∂q up to sign, and x² becomes −∂q². Hence

g_l → 2k/(Rp²),  |x g_l| → 4k|q|/(Rp⁴),
x²g_l → (4k/R)(1/p⁴ − 4q²/p⁶),  (r12)_l → −4k/(Rp⁴).

With q ~ k these scale as k⁻¹, k⁻², k⁻³, k⁻³. A source whose transform scales as k^(−1−n) gives in (1) the power λ⁻¹ · λ^(−2−2n) · λ⁻² · λ = λ^(−4−2n), the factors coming from 1/2λ, |Ŵ|², 1/p² and dq. Each factor x counts n = 1, and r12 counts n = 2 relative to 1/r12. The energy is quadratic in the source, so each order of smoothness buys two powers of λ.

The integrals needed are I_n = ∫dq (1+q²)⁻ⁿ over the whole line. Integration by parts gives I_n = 2n∫q²(1+q²)^(−n−1)dq = 2n(I_n − I_{n+1}), so I_{n+1} = I_n(2n−1)/2n. From I1 = π: I3 = 3π/8, I4 = 5π/16, I5 = 35π/128, I6 = 63π/256, I7 = 231π/1024.

Singlet pair, c ≠ 1/2

For symmetric φ the leading source is (2−4c)φ(R,R)g_l, with n = 0. Then |Ŵ|²/2p² = 4(1−2c)²φ² · 4k²/(R² · 2p⁶), and ∫dq/(2πp⁶) = I3/(2πk⁵) = 3/(16k⁵). The inner integral is (1−2c)²φ² · 3/(2R²k³), and (1) gives

ΔE_l → −(1−2c)² C4 λ⁻⁴,  C4 = (3/4)∫R⁵φ(R,R)² dR.

For 1s², φ = 4Z³e^(−Z(r1+r2)), so ∫R⁵ · 16Z⁶e^(−4ZR)dR = 16 · 120/4⁶ = 15/32 and C4 = 45/128 Ry. Any c other than 1/2 keeps the power and rescales the prefactor.

Singlet pair, c = 1/2

Now W = −2Rxβ/r12 − α r12 − E1φ. The term xβ/r12 would count n = 1 and give λ⁻⁶ if β were nonzero at x = 0. Exchange of the electrons sends x → −x and β → −β when φ is symmetric, so β is odd in x and vanishes there. This is where the second pair of powers comes from. To first order in x, with φ even in x so that ∂xφ = xφ_xx,

β = ½φ_R(1/2r1 − 1/2r2) + ∂xφ(1/2r1 + 1/2r2) = −xφ_R/4R² + xφ_xx/R,

because 1/2r1 − 1/2r2 = −x/2r1r2. At x = 0, α = (∂1+∂2)φ/2R = φ_R/2R. Therefore

W → −a r12 − b x²/r12,  a = φ_R/2R,  b = 2φ_xx − a,

with a and b taken at x = 0. Both terms have n = 2. The transform, using q² = p² − k², is

Ŵ = (4k/R)[(a − b)/p⁴ + 4bq²/p⁶] = (4k/R)[B/p⁴ − 4bk²/p⁶],  B = a + 3b.

Squaring the bracket, dividing by p² and integrating over q gives k⁻⁹ times

B²I5 − 8BbI6 + 16b²I7 = (π/128)(35B² − 252Bb + 462b²).

Inserting B, the a² term is 35, the ab term is 210 − 252 = −42, and the b² term is 315 − 756 + 462 = 21, so the value is (7π/128)(5a² − 6ab + 3b²). The remaining factors in (1) are 1/2λ, R⁴, 16k²/R² and 1/4π; the number is 16 · 7/(2 · 4 · 128) = 7/64 and k⁻⁷ = R⁷λ⁻⁷. Hence

ΔE_l → −C8 λ⁻⁸,  C8 = (7/64)∫R⁹(5a² − 6ab + 3b²) dR.

The form equals 3(b−a)² + 2a². It vanishes for all R only if a = 0, that is φ(R,R) constant, which for a bound state means zero. For a singlet with φ(R,R) not identically zero the exponent 8 is therefore the true one and not a bound. For 1s², φ = 4Z³e^(−2ZR) has no x dependence, a = −Zφ/R, b = −a, and the form is 14Z²φ²/R². With ∫R⁷ · 16Z⁶e^(−4ZR)dR = 16 · 5040/(4⁸Z²) = 315/(256Z²),

C8 = (7 · 14/64)(315/256) = 15435/8192 Ry = 1.884155 Ry.

Z has cancelled, as it must: under r → r/Z, A scales as Z² and V as Z, so second-order energies scale as Z²/Z².

From increments to errors

By the midpoint rule (l+½)⁻ⁿ equals ∫z⁻ⁿdz from l to l+1 up to relative order λ⁻². Summing over l > L gives (L+1)^(1−n)/(n−1), so at leading order in 1/(L+1)

error(c = 0) = C4/[3(L+1)³],  error(c = 1/2) = C8/[7(L+1)⁷].

The antisymmetric pair

For a triplet φ is odd in x, φ → xφ_x with φ_x = ∂xφ at x = 0. There φ_R = 0, so ∂1φ = φ_x, ∂2φ = −φ_x, β = φ_x/R, and α = 0. The gradient term now has the same order as the Coulomb term:

W → (2 − 4c − 4c)φ_x x/r12 = 2(1 − 4c)φ_x x/r12,  n = 1.

Then |Ŵ|²/2p² = 4(1−4c)²φ_x² · 16k²q²/(2R²p¹⁰), and ∫q²dq/p¹⁰ = (I4 − I5)/k⁷ = 5π/(128k⁷). The number in (1) is 4 · 16 · 5/(2 · 2 · 2 · 128) = 5/16:

ΔE_l → −(1−4c)² C6 λ⁻⁶,  C6 = (5/16)∫R⁷φ_x² dR.

A triplet pair starts at (L+1)⁻⁵. With c = 1/2 the factor is (1−2)² = 1: the term overcorrects by as much as was missing, and the leading error is unchanged. With c = 1/4 the exact source is (φ − Rxβ)/r12 − α r12/2 − E1φ. Here φ − Rxβ is odd in x with its linear term cancelled, leaving x³/r12, and α is odd, leaving x r12. Both have n = 3, so parity again skips one order, giving λ⁻¹⁰ and an error (L+1)⁻⁹. An unsymmetrized product of two different s orbitals is (singlet + triplet)/√2. Since A, V and r12 commute with exchange, its increments for l ≥ 1 are the mean of the two, and a single c = 1/2 leaves (L+1)⁻⁵. The fixed function r12(3/8 + P12/8)Φ, with P12 the exchange of r⃗1 and r⃗2, gives the singlet part 3/8 + 1/8 = 1/2 and the triplet part 3/8 − 1/8 = 1/4, and so restores (L+1)⁻⁷ with half the singlet coefficient.

C⁴⁺ in numbers

The level of theory is second order in 1/Z for Z = 6. Third and higher orders, relativity and nuclear motion are left out. For 1s², E0 = −2 · 36 = −72 Ry. The averages needed come from the l = 0 coefficients 1/s and s + ρ²/3s. For Z = 1 the radial density is 4r²e^(−2r), the charge inside s is N(s) = 1 − e^(−2s)(1 + 2s + 2s²), and a factor 2 counts which electron is outside. With ∫rⁿe^(−γr)dr = n!/γ^(n+1),

⟨1/s⟩ = 2∫4s e^(−2s)N ds = 2(1 − 11/16) = 5/8,
⟨s⟩ = 2∫4s³e^(−2s)N ds = 2(3/2 − 33/64) = 63/32,
⟨ρ²/s⟩ = 2∫4ρ⁴e^(−4ρ)(1 + 2ρ)dρ = 21/32,

where the last line uses ∫4s e^(−2s)ds from ρ to ∞ = (1 + 2ρ)e^(−2ρ). Restoring Z, E1 = 5Z/4 = 7.5 Ry and ⟨r12⟩ = (63/32 + 7/32)/Z = 35/16Z = 0.364583 bohr. For the fixed term, ∂1φ = ∂2φ = −Zφ turns A r12Φ into [−4 + 2Z(r1+r2)(1−μ)]Φ/r12. With ⟨μ⟩ = 0 and ⟨r⟩ = 3/2Z, ⟨r12Φ|A|r12Φ⟩ = −4 + 6 = 2, and ⟨r12V⟩ = 2. So

J[c r12Φ] = 2c² + 2c(2 − E1⟨r12⟩),
J[r12Φ/2] = 0.5 + 2 − 7.5 × 0.364583 = −0.234375 Ry = −15/64 Ry.

The increments in the numerical output come from solving D_l u_l = −S_l without the large-l approximations, by a Galerkin expansion in r1 + r2 and t on the triangle ρ ≤ s, which puts the non-smooth line r1 = r2 on the boundary. Waves to l = 40 are summed, and the rest is continued from the last increment with λ⁻⁴ or λ⁻⁸; these tails are −1.7 × 10⁻⁶ and −1.4 × 10⁻¹² Ry. Both routes give E2 = −0.3153329 Ry = −4.2903 eV, tested to agree within 10⁻⁷ Ry, which checks J and the source together. The single function r12Φ/2 supplies 0.234375/0.315333 = 74.3 % of E2. The sum −72 + 7.5 − 0.315333 = −64.815333 Ry (−881.86 eV) is the energy of this model, not of the real ion.

The coefficients were tested by extrapolating λⁿ|ΔE_l| from l = 24, 32, 44, 60 with a quadratic in λ⁻² and requiring agreement with the formulas within 0.1 %; they agree in all printed digits. For 1s² this gives C4 = 0.351562 Ry and C8 = 1.884155 Ry, with local exponents 3.999 and 7.997 between l = 44 and 60. At c = 0.4 the coefficient is (1 − 0.8)²C4 = 0.04 × 0.351562 = 0.014062 Ry with exponent 3.988: at large l a factor 25 is gained, but no power. For the 1s2s pairs, φ = [R1s(r1)R2s(r2) ± R2s(r1)R1s(r2)]/√2 with hydrogenic radial functions. The singlet, where φ_xx enters b, has C4 = 0.082305 Ry and C8 = 2.191501 Ry. The triplet has the same coefficient 0.120027 Ry at c = 0 and c = 1/2, has (1 − 0.4)² × 0.120027 = 0.043210 Ry at c = 0.1, and reaches the exponent 9.993 at c = 1/4, tested to lie within 0.1 of 10.

Truncation errors of E2 for 1s², in Ry:

L   c = 0      law (L+1)⁻³    c = 1/2     law (L+1)⁻⁷
0   6.47e-02   1.17e-01   7.95e-02    2.69e-01
1   1.17e-02   1.46e-02   1.05e-03    2.10e-03
4   8.95e-04   9.38e-04   2.86e-06    3.45e-06
12  5.30e-05   5.33e-05   4.16e-09    4.29e-09
24  7.48e-06   7.50e-06   4.37e-11    4.41e-11

The laws use C4/3 = 0.117187 Ry and C8/7 = 0.269165 Ry. At L = 4 they give 0.117187/125 = 9.375 × 10⁻⁴ Ry and 0.269165/78125 = 3.445 × 10⁻⁶ Ry, above the computed errors by 5 % and 20 % of those errors. For c = 1/2 the excess is 4.2896/4.1555 − 1 = 3.2 % at L = 12 and 4.4100/4.3713 − 1 = 0.9 % at L = 24. It shrinks by about 3.6, close to (25/13)² = 3.7, as a relative correction of order (L+1)⁻² should. The exponents between L = 12 and 24 are 2.992 and 6.965. For a target of 10⁻⁵ Ry the laws require L + 1 > (0.117187 × 10⁵)^(1/3) = 22.7 and L + 1 > (0.269165 × 10⁵)^(1/7) = 4.3, that is L = 22 and L = 4, the values found from the computed increments to l = 40 together with the extrapolated tails.

The lowest waves do not follow the pattern. The l = 1 increment is larger in size with the r12 term, −0.0784 against −0.0530 Ry, and at L = 0 the correlated trial function is the worse one: −0.234375 − 0.001488 = −0.235863 Ry lies 0.0795 Ry above E2, against 0.0647 Ry for the s-wave limit. Here χ_1 = ψ_1 − ½(r12)_1φ and |ΔE_1| = ⅓∫∫u_1D_1u_1 dr1dr2, so the larger computed increment means that the fixed term leaves more to repair in l = 1 than was there before. The asymptotic analysis concerns the strip |x| ~ R/λ and says nothing about l = 1. From L = 1 on, every tabulated error is smaller with the term.

The derivation uses the locality of H0 in the product rule for A r12Φ, and exact radial solutions and integrals in ΔE_l. A non-local exchange operator, as in Møller–Plesset theory, adds terms to W whose order n must be counted separately. Approximate evaluation of integrals by a resolution of the identity cut at L adds errors that are not of the form −Σ_{l>L} ΔE_l. For orbitals with nonzero angular momentum Φ depends on the directions of the electrons, so the source W derived above no longer holds; for a pair such as 1s2p, the two electrons carry different l in every term of the first-order function, so the expansion in P_l(μ) alone does not apply either. None of these cases is covered by the exponents derived here.

Calculated quantities

```
C4+, Z = 6; energies in Ry; asymptotics from l = [24, 32, 44, 60]
case: formula, extrapolated lam^n*|dE_l|, local exponent
1s2 c=0    C4: 0.351562 Ry, 0.351562 Ry, 3.999
1s2 c=0.4  0.04*C4: 0.014062 Ry, 0.014062 Ry, 3.988
1s2 c=1/2  C8: 1.884155 Ry, 1.884155 Ry, 7.997
1s2s 1S c=0    C4: 0.082305 Ry, 0.082305 Ry, 3.999
1s2s 1S c=1/2  C8: 2.191501 Ry, 2.191501 Ry, 8.001
1s2s 3S c=0    C6: 0.120027 Ry, 0.120027 Ry, 5.996
1s2s 3S c=1/2  C6: 0.120027 Ry, 0.120027 Ry, 6.013
1s2s 3S c=0.1  0.36*C6: 0.043210 Ry, 0.043210 Ry, 5.991
1s2s 3S c=1/4: lam^10 coefficient 5.9265 Ry, exponent 9.993
1s2: E0 = -72.0000 Ry, E1 = 7.500000 Ry, <r12> = 0.364583 bohr
J[r12 Phi/2] = -0.234375 Ry, share of E2 = 74.33 %
E2 (c=0, l<=40 plus tail -1.699e-06 Ry) = -0.31533286 Ry
E2 (c=1/2, l<=40 plus tail -1.377e-12 Ry) = -0.31533286 Ry = -4.29032 eV
E0+E1+E2 = -64.815333 Ry = -881.858 eV
C4/3 = 0.117187 Ry, C8/7 = 0.269165 Ry
l: dE_l(c=0), dE_l(c=1/2) in Ry
 0: -2.506677e-01 -1.487524e-03
 1: -5.299032e-02 -7.842467e-02
 2: -7.812268e-03 -9.642049e-04
 3: -2.155458e-03 -6.887502e-05
 4: -8.121966e-04 -9.716974e-06
 6: -1.915784e-04 -5.452894e-07
 8: -6.623937e-05 -6.571015e-08
12: -1.428747e-05 -3.082989e-09
L: error c=0, law L^-3, error c=1/2, law L^-7 in Ry
 0: 6.4665e-02 1.1719e-01 7.9470e-02 2.6917e-01
 1: 1.1675e-02 1.4648e-02 1.0457e-03 2.1029e-03
 2: 3.8626e-03 4.3403e-03 8.1456e-05 1.2308e-04
 3: 1.7071e-03 1.8311e-03 1.2581e-05 1.6429e-05
 4: 8.9495e-04 9.3750e-04 2.8642e-06 3.4453e-06
 6: 3.3338e-04 3.4165e-04 2.9511e-07 3.2684e-07
 8: 1.5835e-04 1.6075e-04 5.2779e-08 5.6276e-08
12: 5.2951e-05 5.3340e-05 4.1555e-09 4.2896e-09
24: 7.4845e-06 7.5000e-06 4.3713e-11 4.4100e-11
error exponent in (L+1), L = 12 to 24: c=0 2.992, c=1/2 6.965
smallest L with error < 1e-05 Ry (0.136 meV): c=0 22, c=1/2 4
error at L=4: c=0 12.176 meV, c=1/2 0.0390 meV
```
